# Acoustic-Phonon Backscattering Length of an Armchair Carbon Nanotube

## The situation

A metallic carbon nanotube used as a short wire carries current in a few one-dimensional channels. An electron moving to the right reverses its contribution to the current when it is turned into a left mover. In a clean tube at low bias, long-wavelength lattice vibrations can do this. How far does an electron travel before such an event, and how does that distance depend on the diameter $d$ and the temperature $T$?

For an armchair tube the answer derived here is

$$
\ell=\frac{\pi d\,\mu(\hbar v)^2}{D^2k_BT}\propto\frac dT .
$$

Here $v$ is the electron speed, $\mu$ the shear modulus of the carbon sheet (energy per area), and $D$ an electron–twist coupling energy. The length is $\ell=v\tau$, where $1/\tau$ is the total rate from right to left movers. Since each event reverses the velocity, a uniform current decays at twice this rate.

The scaling holds when $v$, $\mu$ and $D$ keep their flat-sheet values, the phonons are in equilibrium, the twist-phonon energy is well below $k_BT$, and optical phonons add little to the scattering. Electron–electron interactions and the substrate are left out. Lengths are in nm and energies in eV.

## Electron states

Let $x$ run along the tube and $y$ around it, and let $a$ be the bond length. In an armchair $(n,n)$ tube the three bonds from an A atom to its B neighbours are

$$
(0,a),\qquad \left(\tfrac{\sqrt3}{2}a,-\tfrac a2\right),\qquad
\left(-\tfrac{\sqrt3}{2}a,-\tfrac a2\right).
$$

The circumference is $3na$, so $d=3na/\pi$. With nearest-neighbour hopping $-t$, states with no phase variation around the tube have the Hamiltonian

$$
H=\begin{pmatrix}0&h\\h^*&0\end{pmatrix},\qquad
h(k)=-t\left[1+2\cos\left(\tfrac{\sqrt3}{2}ka\right)\right].
$$

This vanishes at $K=4\pi/(3\sqrt3a)$, where the cosine is $-1/2$. Put $k=K+\delta k$. The derivative of the cosine at $K$ is $-(\sqrt3a/2)\sin(2\pi/3)=-3a/4$, so to first order

$$
h=-2t\left(-\tfrac{3a}{4}\right)\delta k=\hbar v\,\delta k,\qquad \hbar v=\tfrac32ta .
$$

The eigenstates, written as (A, B) amplitudes, are

$$
R=\tfrac1{\sqrt2}(1,1),\quad E=\hbar v\,\delta k;\qquad
L=\tfrac1{\sqrt2}(1,-1),\quad E=-\hbar v\,\delta k .
$$

$R$ moves right and $L$ moves left. They are even and odd under the mirror that exchanges A and B within a ring. A second crossing lies at $-K$, but a smooth acoustic wave cannot supply the momentum to reach it. A right mover therefore has one left-moving branch to go to, with the same spin and in the same valley.

## Which vibration backscatters?

A smooth potential, equal on neighbouring A and B atoms, has matrix element proportional to $L^\dagger R=0$. It does not backscatter.

An axial stretch $\varepsilon$ changes a bond length by $\varepsilon\delta_x^2/a$, where $(\delta_x,\delta_y)$ is the bond vector. The second and third bonds change equally, so $h$ remains real. The crossing moves along $k$, but $R$ and $L$ are not mixed.

A twist is different. Let $u(x)$ be the displacement around the circumference and $\gamma=du/dx$. The far end of a bond moves by $\gamma\delta_x$ in the $y$ direction relative to the near end. Projecting this on the bond gives

$$
\delta b=\frac{\gamma\delta_x\delta_y}{a}.
$$

Define $\beta=-d\ln t/d\ln b$, the sensitivity of hopping to bond length $b$. Then $\delta t=-\beta t\,\delta b/a$, and for the three bonds

$$
\delta t_1=0,\qquad \delta t_2=\tfrac{\sqrt3}{4}\beta t\gamma,\qquad
\delta t_3=-\tfrac{\sqrt3}{4}\beta t\gamma .
$$

The phases $e^{iK\delta_x}$ of bonds 2 and 3 are $e^{\pm2\pi i/3}$, whose difference is $i\sqrt3$. Therefore

$$
\delta h=-\tfrac{\sqrt3}{4}\beta t\gamma\,(i\sqrt3)=-iD\gamma,\qquad D=\tfrac34\beta t .
$$

The perturbation is $D\gamma\sigma_y$, with $\sigma_y$ the Pauli matrix in the (A, B) space. Since $\sigma_yR=(-i,i)/\sqrt2$, we get $L^\dagger\sigma_yR=-i$: twist mixes $R$ and $L$ with full strength. A uniform twist turns the crossing into

$$
E=\pm\sqrt{(\hbar v\delta k)^2+(D\gamma)^2},
$$

with gap $2D|\gamma|$. No diameter appears in $D$.

The two sublattices may also shift relative to each other during the twist. If B moves axially by $w$ relative to A, bond 2 changes by

$$
\delta b_2=-\tfrac{\sqrt3}{4}\gamma a+\tfrac{\sqrt3}{2}w
=-\tfrac{\sqrt3}{4}\gamma a\left(1-\frac{2w}{\gamma a}\right),
$$

and bond 3 changes by the opposite amount. The coupling becomes

$$
D=\tfrac34\kappa\beta t,\qquad \kappa=1-\frac{2w}{\gamma a}.
$$

A relaxation with $w$ proportional to $\gamma$ changes the prefactor of $\ell$, not its scaling. I use $\kappa=1$ unless stated otherwise.

These claims were tested on the full atomic Hamiltonian of a cylinder, with hoppings taken from three-dimensional distances. For $\gamma=0.005$ the predicted gap is 60.75 meV. The computed gaps are 60.56 meV for (10,10) and 60.70 meV for (20,20), while an equal stretch opens at most 0.0002 meV. A sublattice shift chosen to give $\kappa=0.6$ reduces the twist gap by factors 0.599 and 0.600.

## Twist phonons

Let $\rho$ be the sheet mass per area. A length $L$ of tube has area $\pi dL$, so its twist energy is

$$
\int_0^L\tfrac12\pi d\left[\rho\dot u^2+\mu(\partial_xu)^2\right]dx .
$$

The waves obey $\omega=sq$ with $s^2=\mu/\rho$. Each mode is a harmonic oscillator, and the quantized displacement is

$$
u(x)=\sum_q\sqrt{\frac{\hbar}{2\pi d\rho L\omega_q}}
\left(b_qe^{iqx}+b_q^\dagger e^{-iqx}\right).
$$

The twist contains a derivative, which brings a factor $q$. For one mode the squared backscattering element is therefore

$$
|M_q|^2=\frac{D^2q^2\hbar}{2\pi d\rho L\omega_q}\times
\begin{cases}N_q+1&\text{emission}\\N_q&\text{absorption,}\end{cases}
$$

where $N_q$ is the phonon occupation.

An electron at $\delta k=k_F$ goes to $k_F-q$ on the left-moving branch. Energy conservation reads

$$
-\hbar v(k_F-q)=\hbar vk_F\mp\hbar sq
\quad\Rightarrow\quad q=\frac{2vk_F}{v\pm s},
$$

with the upper sign for emission. Because $s\ll v$, both values are close to $2k_F$, and the scattering is nearly elastic.

## The golden rule

When $\hbar\omega\ll k_BT$, the occupation is classical: $N_q+1\approx N_q\approx k_BT/(\hbar\omega)$. Using $q^2/\omega=\omega/s^2$ and $\rho s^2=\mu$, each process contributes

$$
|M_q|^2=\frac{D^2\hbar\omega}{2\pi d\mu L}\,\frac{k_BT}{\hbar\omega}
=\frac{D^2k_BT}{2\pi d\mu L}.
$$

The phonon energy has cancelled. A short-wavelength mode twists the lattice more strongly per quantum, but holds fewer quanta in the same proportion. Emission and absorption together give twice this value.

The final states have spacing $2\pi/L$ in wavenumber and slope $\hbar v$ in energy, so their density is $L/(2\pi\hbar v)$. The golden rule gives

$$
\frac1\tau=\frac{2\pi}{\hbar}\,\frac{D^2k_BT}{\pi d\mu L}\,\frac{L}{2\pi\hbar v}
=\frac{D^2k_BT}{\pi d\,\mu\,\hbar^2v}.
$$

Multiplying $\tau$ by $v$ gives the stated $\ell$. Temperature enters through the number of phonons. Diameter enters because a larger circumference makes the tube stiffer against twist, while the electron still responds to the same angle $\gamma$. Within the linear band, $\ell$ does not depend on the Fermi energy.

## The same result from equipartition

Divide the tube into cells of length $\Delta x$. The elastic energy of a cell is $\frac12\pi d\mu\gamma^2\Delta x$, and classical equipartition assigns it a mean of $k_BT/2$. Hence $\langle\gamma^2\rangle=k_BT/(\pi d\mu\Delta x)$, with different cells independent. In the continuum,

$$
\langle\gamma(x)\gamma(x')\rangle=\frac{k_BT}{\pi d\mu}\,\delta(x-x').
$$

Treat this twist as static during one scattering event. Write the left-moving wave as $A(x)e^{-ik_Fx}$, driven by an incident wave $e^{ik_Fx}$. Up to a constant phase in the coupling, the wave equation gives

$$
i\hbar vA'e^{-ik_Fx}=-D\gamma e^{ik_Fx}.
$$

Nothing enters from the right, so $A(L)=0$, and integration gives the reflection amplitude

$$
r=A(0)=-\frac{i}{\hbar v}\int_0^LD\gamma(x)e^{2ik_Fx}dx .
$$

Squaring and averaging with the delta function leaves

$$
\langle|r|^2\rangle=\frac{D^2}{(\hbar v)^2}\frac{k_BT}{\pi d\mu}L=\frac L\ell .
$$

For weak reflection the transmission $\mathcal T$ satisfies $-\ln\mathcal T\approx|r|^2$, so $-\langle\ln\mathcal T\rangle=L/\ell$ for a short section.

This gives a test without phonon quanta or the golden rule. Random thermal twist profiles were drawn, the wave equation was solved through sections shorter than $\ell$, and $\ell$ was read from $-\langle\ln\mathcal T\rangle$. With the parameters of the example below:

| $d$ (nm) | $T$ (K) | formula (nm) | random twist (nm) |
|---|---|---|---|
| 1.356 | 300 | 1376 | 1370 |
| 2.712 | 300 | 2751 | 2789 |
| 1.356 | 150 | 2751 | 2799 |

The sampled values carry statistical noise. They follow both the doubling with $d$ at fixed $T$ and the doubling when $T$ is halved at fixed $d$.

## From length to resistance

Let $J_+$ and $J_-$ be the right- and left-going particle flows. Each loses carriers to the other at a rate $1/\ell$ per length:

$$
\frac{dJ_+}{dx}=\frac{dJ_-}{dx}=-\frac{J_+-J_-}{\ell}.
$$

The net flow $J=J_+-J_-$ is constant, so $J_+(L)=J_+(0)-JL/\ell$. With no flow entering from the right, $J_-(L)=0$ and $J_+(L)=J$. Thus

$$
\mathcal T=\frac{J}{J_+(0)}=\frac{\ell}{\ell+L}.
$$

Two spins and two valleys give conductance $(4e^2/h)\mathcal T$ with ideal contacts, hence

$$
R=\frac{h}{4e^2}\left(1+\frac L\ell\right).
$$

For $L\ll\ell$ the resistance is the contact value $h/4e^2$, independent of $T$. For $L\gg\ell$ it grows as $LT/d$.

Adding flows rather than amplitudes requires phase memory to be lost between events. During one free flight the twist pattern moves by $s\tau=(s/v)\ell$. In the example this is $0.0160\times1376\approx22$ nm, compared with a phonon wavelength $2\pi/q\approx9$ nm. The pattern has therefore changed by more than a wavelength, which supports the incoherent treatment.

## A (10,10) tube as a local interconnect

Take rough graphene-like values: $t=2.7$ eV, $\beta=3$, $a=0.142$ nm, $s=14$ km/s, and a Fermi level 0.2 eV above the crossing. Then

$$
\hbar v=\tfrac32(2.7)(0.142)=0.5751\ \text{eV nm},\qquad
D=\tfrac34(3)(2.7)=6.075\ \text{eV}.
$$

The carbon mass and the cell area give $\rho=7.614\times10^{-7}$ kg/m², so $\mu=\rho s^2=931.5$ eV/nm². At 300 K, $k_BT=0.02585$ eV, and

$$
\ell=\frac{\pi(1.356)(931.5)(0.5751)^2}{(6.075)^2(0.02585)}
\approx1.38\times10^3\ \text{nm}=1.38\ \mu\text{m}.
$$

For a wire 1000 nm long,

$$
R=6.453\left(1+\frac{1000}{1376}\right)=11.1\ \text{k}\Omega .
$$

More than half of this is the contact value. These values include twist phonons alone. On the same basis, at a chip temperature of 373 K, $\ell$ falls to 1.11 μm and $R$ rises to 12.3 kΩ. The length-dependent part grows from 4.7 to 5.8 kΩ, in the ratio of the temperatures, while the total rises by about 10%.

## Where the scaling ends

**Low temperature.** Here the phonon wavenumber is $2k_F=0.6955$ nm⁻¹ and its energy is 6.4 meV, or 74 K. To go beyond classical occupation, consider the decay of a small excess population at the Fermi level, with all other states in equilibrium. Losses to a final state of occupation $f'$, less the changed return flow, replace the phonon factors by $N+1-f'$ for emission and $N+f'$ for absorption. With $x=\hbar\omega/k_BT$, both equal $1/(e^x-1)+1/(e^x+1)$, and their sum is

$$
\frac{2}{e^x-1}+\frac{2}{e^x+1}=\frac{4e^x}{e^{2x}-1}=\frac2{\sinh x}.
$$

The classical sum is $2/x$, so the rate is multiplied by $x/\sinh x$. This factor is 0.990 at 300 K and 0.418 at 30 K. A direct sum over discrete phonons, including the small energy transfer, gives 1389 nm at 300 K against 1376 nm from the classical formula. At 30 K it gives 32.9 μm against 13.8 μm: the $1/T$ law has failed, and $\ell$ grows faster on cooling.

These lengths belong to a carrier at the Fermi level. The low-bias resistance of a short wire instead averages the rate over thermal carriers, with weight $-df/dE$, where $f$ is the Fermi function. This multiplies the rate by a further $(x/2)\coth(x/2)$. The correction is negligible for twist phonons at 300 K, but at 30 K the total factor becomes 0.61 instead of 0.418.

**High temperature.** An optical vibration shifts the sublattices by $w$ and couples with strength $3\beta tw/(2a)$, by the bond changes found above. The relative motion has reduced mass $m/2$ per two-atom cell, where $m$ is the atomic mass, and there are $\pi dL/A_c$ cells of area $A_c$. Its squared quantum amplitude is $\hbar A_c/(m\omega\pi dL)$. Repeating the golden-rule step with the factor $2/\sinh x$ gives

$$
\frac1{\ell_{\rm op}}=\left(\frac{3\beta t}{2a\hbar v}\right)^2
\frac{\hbar A_c}{m\omega\,\pi d}\,\frac2{\sinh x}.
$$

For $\hbar\omega=0.20$ eV this is 121 μm at 300 K and 27 μm at 373 K. Using 0.16 eV as a rough stand-in for zone-boundary modes, with the same coupling, gives 21 and 6.1 μm. This coupling is a low estimate: in the same hopping model, the zone-boundary mode that takes a right mover to the left mover of the other valley has twice the squared coupling. That would halve these two lengths and double the 0.16 eV additions to the scattering rate given next. For a carrier at the Fermi level, this 0.16 eV estimate would add about 7% to the acoustic rate at 300 K and 18% at 373 K. Carriers thermally excited above the Fermi level emit such phonons much more readily. With the average $(x/2)\coth(x/2)$ included, the additions to the length-dependent resistance of a short wire are about 21% and 46%. The 0.20 eV mode, left out of these figures and of those below, adds a further 4% and 13%. Both rates vary as $1/d$, so in this estimate the scattering length stays proportional to $d$. Its $1/T$ dependence, however, fails between room and chip temperature. In a short wire the length-dependent resistance grows by the factor $(373/300)(1.46/1.21)\approx1.50$, whereas twist phonons alone give 1.24. "Short" here means short compared with the emission length of carriers far enough above the Fermi level to emit, about 170 nm. In a longer wire those carriers scatter several times, their share of the resistance saturates, and the averaged rate overstates it. For the 1000 nm wire above, the flow equations resolved in energy give a rise of about 20%, from 11.8 to 14.2 kΩ, instead of 10%. A bias large enough to allow optical-phonon emission is outside this estimate.

**Large diameter.** States with one phase turn around the tube have circumferential wavenumber $2/d$, so in the linear-band estimate the next subbands start at $2\hbar v/d=0.848$ eV from the crossing in the (10,10) tube. This edge reaches the chosen Fermi level of 0.2 eV at $d\approx5.8$ nm. The picture of one left-moving branch per valley and spin fails before that, once thermal carriers reach the edge.

**Near the crossing.** The golden rule needs many electron wavelengths per scattering length. Here $1/(k_F\ell)=0.002$, but this ratio grows as the Fermi level approaches the crossing. The argument for adding flows weakens earlier: the pattern still moves 22 nm per flight while the phonon wavelength $\pi/k_F$ grows, and the two are equal near a Fermi level of 0.08 eV, where $1/(k_F\ell)$ is only 0.005.

## Comparison with real tubes

Low-bias scattering lengths of roughly a micrometre are reported for good tubes at room temperature. The model gives the same order, but its prefactor is uncertain. A trial value $\kappa=0.6$ raises $\ell$ from 1.38 to 3.82 μm at 300 K, because $\ell\propto1/\kappa^2$. Real devices also break the assumption of a clean tube with ideal contacts. If defects backscatter independently with length $\ell_d$, the rates add, $1/\ell_{\rm tot}=1/\ell+1/\ell_d$; a defect length equal to $\ell$ halves the total and removes the simple $d/T$ law. Imperfect contacts add further resistance. Nominally metallic tubes of other chirality can have small curvature gaps and couple to other strains, so the prefactor derived here should not be carried over to them. The main computed values are collected in the numerical output.

## Numbers as computed

```
hopping t = 2.7 eV, beta = 3.0, bond a = 0.142 nm
twist-wave speed s = 14.0 km/s, E_F = 0.2 eV
carbon mass = 12.011 u
sheet mass density = 7.614e-07 kg/m^2
shear modulus mu = 931.5 eV/nm^2 = 149.2 N/m
hbar v = 0.5751 eV nm, v = 8.737e+05 m/s
coupling D (kappa=1) = 6.075 eV
diameters: (10,10) 1.356 nm, (20,20) 2.712 nm
lattice slope at K = 0.5751 eV nm
test twist = 0.005, predicted gap = 60.75 meV
(10,10) twist gap = 60.56 meV, stretch gap = 0.0002 meV
(10,10) gap ratio with sublattice shift = 0.599
(10,10) backscattering D: twist 6.065 eV, stretch 8.5e-14 eV
(10,10) scalar-potential overlap = 2.2e-17
(20,20) twist gap = 60.70 meV, stretch gap = 0.0000 meV
(20,20) gap ratio with sublattice shift = 0.600
(20,20) backscattering D: twist 6.071 eV, stretch 6.6e-14 eV
(20,20) scalar-potential overlap = 2.2e-17
k_F = 0.3478 1/nm, phonon q = 0.6955 1/nm
phonon energy = 6.409 meV = 74.4 K
kB T at 300 K = 25.85 meV
d=1.356 nm, T=300 K: ell formula 1376 nm, phonon sum 1389 nm
d=2.712 nm, T=300 K: ell formula 2751 nm, phonon sum 2779 nm
d=1.356 nm, T=150 K: ell formula 2751 nm, phonon sum 2865 nm
d=1.356 nm, T=30 K: ell formula 13756 nm, phonon sum 32880 nm
random twist, d=1.356 nm, T=300 K: ell = 1370 nm
random twist, d=2.712 nm, T=300 K: ell = 2789 nm
random twist, d=1.356 nm, T=150 K: ell = 2799 nm
h/(4e^2) = 6453.2 ohm, wire length = 1000 nm
(10,10) 300 K: ell = 1376 nm, transmission 0.579, R = 11.14 kohm
  optical length at 0.20 eV, 300 K = 120.9 um
  optical length at 0.16 eV, 300 K = 20.6 um
(10,10) 373 K: ell = 1106 nm, transmission 0.525, R = 12.29 kohm
  optical length at 0.20 eV, 373 K = 26.6 um
  optical length at 0.16 eV, 373 K = 6.1 um
ell with kappa=0.6, 300 K = 3821 nm
rate / classical rate at 300 K = 0.990
rate / classical rate at 30 K = 0.418
s/v = 0.0160, Born 1/(k_F ell) = 0.00209
next subband edge = 0.848 eV from the crossing
```
